# Frozen-core, pseudo-orbital and core-correlation errors in magnesium ionization energies

## Problem

Magnesium has a neon-like core $1s^22s^22p^6$ and two valence electrons. Its ionization energies are

$$I_1=E(\mathrm{Mg}^+)-E(\mathrm{Mg}),\qquad I_2=E(\mathrm{Mg}^{2+})-E(\mathrm{Mg}^+).$$

They are computed at five levels, all in the same uncontracted Gaussian basis:

- **A, reference.** All twelve electrons are in the Hartree-Fock calculation; $2s$, $2p$ and $3s$ are correlated by CCSD(T), with a spin-unrestricted reference for $\mathrm{Mg}^+$.
- **B, relaxed core.** The core is uncorrelated. $\mathrm{Mg}^+$ and $\mathrm{Mg}^{2+}$ are treated by restricted Hartree-Fock (open-shell for $\mathrm{Mg}^+$), each with its own doubly occupied core; spin polarization of the core therefore enters only at level A. Mg has its Hartree-Fock core and an exactly correlated valence pair.
- **C, frozen core.** As B, but all three charge states use the core orbitals of neutral Mg.
- **D, matched potential.** A ten-electron-core potential replaces the core. A local term $\lambda g(r)$, with $g=e^{-(r/w)^2}$ and $w=0.50$ Å, is added, and $\lambda$ is chosen so that the lowest one-electron energy equals that of level C.
- **E, core potential.** The same potential with $\lambda=0$.

Levels A to C use the spin-free X2C one-electron Hamiltonian. The basis is even-tempered. With exponents in Å$^{-2}$, it has 13 $s$ functions from 0.10 with ratio 2.8, 8 $p$ from 0.10 with ratio 3.0, 3 $d$ from 0.40 with ratio 5.0, and one $f$ at 4.0. The results, with a fourth decimal kept for taking differences, are:

| Level | $I_1$ (eV) | $I_2$ (eV) |
|---|---|---|
| A | 7.6159 | 15.0100 |
| B | 7.5317 | 14.7445 |
| C | 7.5348 | 14.7685 |
| E, LANL2DZ | 7.5324 | 14.6734 |
| E, ccECP | 7.5684 | 14.8202 |

At level D, $I_1$ is 7.5739 eV for LANL2DZ and 7.5462 eV for ccECP.

1. Derive the valence Hamiltonian of level C. Express $I_1$ and $I_2$ through its lowest one-electron energy $\varepsilon$ and its two-electron ground-state energy $E_2$.
2. Show that $W=I_2-I_1$ measures the interaction of the valence pair, and split it into repulsion, relaxation and correlation.
3. Determine the signs of the freezing errors of the total energies, and show how they scale with the deformation of the core.
4. Show that matching $\varepsilon$ isolates an error in $W$.
5. Separate the errors of both potentials relative to level A, and interpret the terms.

## Solution

### 1. The frozen-core Hamiltonian

Atomic units are used in the algebra. The orbitals are real, and $(pq|rs)$ denotes the repulsion between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$. Let $c,d$ run over the five core orbitals, each doubly occupied, and let $a,b$ be valence orbitals orthogonal to them.

In a determinant containing the full core, a valence electron in $a$ repels both electrons of every core orbital, which gives $2(aa|cc)$. It has exchange only with the core electron of its own spin, which gives $-(ac|ca)$. By the Slater-Condon rules, the matrix element between determinants that differ by $a\to b$ contains the same combination with one index replaced. All interactions with the core are therefore contained in

$$(h_{\rm eff})_{ba}=h_{ba}+\sum_c\left[2(ba|cc)-(bc|ca)\right].$$

Determinants that differ by two valence orbitals are coupled by the valence repulsion alone. The core contributes the constant

$$E_c=2\sum_c h_{cc}+\sum_{cd}\left[2(cc|dd)-(cd|dc)\right].$$

With the core fixed, the problem is thus $E_c$ plus the Hamiltonian $\sum_i h_{\rm eff}(i)+\sum_{i<j}1/r_{ij}$, acting in the space orthogonal to the core. For zero, one and two valence electrons,

$$E(\mathrm{Mg}^{2+})=E_c,\qquad E(\mathrm{Mg}^+)=E_c+\varepsilon,\qquad E(\mathrm{Mg})=E_c+E_2 .$$

The constant cancels in the differences:

$$I_1=\varepsilon-E_2,\qquad I_2=-\varepsilon. \tag{1}$$

A core potential has the same structure, with its own one-electron operator and with $E_c$ set to zero, so (1) holds for it too.

The pair energy can be found without further approximation within the basis. The singlet ground state has a symmetric spatial function $\Psi=\sum_{qs}C_{qs}\phi_q(1)\phi_s(2)$ with $C_{qs}=C_{sq}$. Projecting the Schrödinger equation on $\phi_p(1)\phi_r(2)$ gives

$$\sum_q h_{pq}C_{qr}+\sum_s C_{ps}h_{sr}+\sum_{qs}(pq|rs)C_{qs}=E_2C_{pr},$$

where $h$ stands for $h_{\rm eff}$. The first term is $h$ acting on electron 1, the second is $h$ acting on electron 2, and the third is their repulsion. CCSD with a frozen core must give the same energy, because single and double excitations exhaust the possibilities for two electrons. The numerical check confirms this agreement.

### 2. The interaction energy of the pair

From (1),

$$W=I_2-I_1=-\varepsilon-(\varepsilon-E_2)=E_2-2\varepsilon. \tag{2}$$

Two non-interacting electrons would have the energy $2\varepsilon$, so $W$ is the energy due to their interaction.

Let $\phi_0$ be the $3s$ orbital of $\mathrm{Mg}^+$, which satisfies $h_{\rm eff}\phi_0=\varepsilon\phi_0$. Placing both electrons in it gives the energy $2\varepsilon+J_0$, with $J_0=(\phi_0\phi_0|\phi_0\phi_0)$. Optimizing the common orbital lowers this to the Hartree-Fock value $E_{\rm HF}$, and correlation lowers it further to $E_2$. Adding and subtracting these energies in (2) gives

$$W=J_0+\underbrace{(E_{\rm HF}-2\varepsilon-J_0)}_{R\,\le\,0}+\underbrace{(E_2-E_{\rm HF})}_{K_{\rm corr}\,\le\,0}. \tag{3}$$

Both signs follow from the variational principle. At level C, $W=14.7685-7.5348=7.2337$ eV. The computed parts are $J_0=8.652$ eV, $R=-0.508$ eV and $K_{\rm corr}=-0.910$ eV, whose sum is 7.234 eV.

### 3. The error from freezing the core

Let $d_1$ and $d_2$ be the energies of $\mathrm{Mg}^+$ and $\mathrm{Mg}^{2+}$ at level C minus those at level B. At level C both ions are described by a single determinant with a doubly occupied core. Such a determinant is an admissible trial function for the Hartree-Fock calculation of level B, hence

$$d_1\ge0,\qquad d_2\ge0 .$$

Neutral Mg has the same energy at both levels, since its own core is the one that is frozen. Therefore

$$I_1^C-I_1^B=d_1,\qquad I_2^C-I_2^B=d_2-d_1. \tag{4}$$

The numbers give $d_1=7.5348-7.5317=0.0031$ eV and $d_2-d_1=14.7685-14.7445=0.0240$ eV, so $d_2=0.0271$ eV.

These errors are small because the relaxed core is a stationary point. Consider the bare core of $\mathrm{Mg}^{2+}$ and add to its Fock operator a fraction $s$ of the mean field of the neutral atom's $3s^2$ shell. At $s=0$ the core is relaxed. At $s=1$ its orbitals obey the same equations as in neutral Mg, so it is the frozen core. For small $s$ the orbitals rotate by $\kappa(s)=s\kappa_1+O(s^2)$. The energy of the bare core has no term linear in $\kappa$, so with its second-derivative matrix $A$,

$$d_2(s)=\tfrac12\kappa^TA\kappa+O(\kappa^3)=\tfrac12s^2\,\kappa_1^TA\kappa_1+O(s^3).$$

Doubling the field should therefore multiply the error by about four. The computed ratio $d_2(1)/d_2(1/2)$ is 4.20, and the deviation from 4 measures the higher orders.

The same rule might suggest $d_2/d_1\approx4$, since two electrons are removed instead of one. The actual ratio is about 9. A likely reason is that the remaining $3s$ electron contracts after the first ionization and partly restores the field inside the core. Section 4 gives an estimate that supports this.

### 4. Matching the one-electron energy

The frozen-core $3s$ orbital of $\mathrm{Mg}^+$ has radial nodes at 0.093 and 0.472 Å, which keep it orthogonal to $1s$ and $2s$. The lowest $s$ orbital of either core potential has no core states below it; computed for the matched potentials of level D, it shows no nodes, apart from possible sign changes where $|r\phi|$ is under 2 % of its maximum. Replacing the orbital can change both $\varepsilon$ and the electron repulsion, and the two effects have to be told apart.

For the operator $h_{\rm pp}+\lambda g$ with normalized ground state $\phi_\lambda$, the Hellmann-Feynman theorem gives

$$\frac{d\varepsilon}{d\lambda}=\langle\phi_\lambda|g|\phi_\lambda\rangle>0,$$

because $g$ is positive. Hence at most one $\lambda$ reproduces the frozen-core $\varepsilon$. The values found are $-5.10$ eV for LANL2DZ and $2.43$ eV for ccECP. Once $\varepsilon^D=\varepsilon^C$, equation (1) gives $I_2^D=I_2^C$, and

$$I_1^D-I_1^C=(\varepsilon^C-E_2^D)-(\varepsilon^C-E_2^C)=-(W^D-W^C). \tag{5}$$

In the last step $2\varepsilon^C$ was subtracted from both pair energies. The remaining error of $I_1$ is thus minus the error of the pair interaction. It is called the pseudo-orbital error here, in a broad sense: it contains the missing nodes of $3s$, but also everything the potential does differently in the excited $s$, $p$, $d$ and $f$ orbitals that enter the correlated pair.

The matching also shows where the electrons are. Let $\bar g_+$ be the average of $\langle g\rangle$ in $\mathrm{Mg}^+$ as the strength goes from 0 to $\lambda$, and $\bar g_0$ the corresponding average per electron in Mg. Integrating the Hellmann-Feynman theorem for one and for two electrons gives

$$\varepsilon^E-\varepsilon^D=-\lambda\bar g_+,\qquad E_2^E-E_2^D=-2\lambda\bar g_0 .$$

Inserting these in (1) yields

$$I_2^E-I_2^D=\lambda\bar g_+,\qquad I_1^E-I_1^D=\lambda(2\bar g_0-\bar g_+).$$

The ratio of the second difference to the first is $2\bar g_0/\bar g_+-1$. For LANL2DZ it is $(-0.0415)/(-0.0951)=0.44$, so $\bar g_0/\bar g_+=0.72$. For ccECP, $0.0222/0.0516=0.43$ leads to the same value after rounding. An electron in neutral Mg is therefore less likely to be found near the core than the single valence electron of $\mathrm{Mg}^+$.

This bears on the ratio $d_2/d_1$. In units of $\bar g_+$, the inner valence density is $2\times0.72=1.44$ in Mg, 1 in $\mathrm{Mg}^+$ and 0 in $\mathrm{Mg}^{2+}$. The first ionization removes the fraction $0.44/1.44=0.31$ of it. If the freezing error is quadratic in the density removed, $d_1/d_2\approx(0.44/1.44)^2\approx0.09$, while the computed value is $0.0031/0.0271=0.11$. The estimate uses pseudo-orbitals and one particular weight $g$; for ccECP it runs from about 0.07 to 0.15 as $w$ goes from 0.3 to 1.2 Å. It therefore supports the explanation without proving it.

### 5. The separated errors

For either ionization energy,

$$I^E-I^A=(I^B-I^A)+(I^C-I^B)+(I^E-I^D)+(I^D-I^C). \tag{6}$$

The terms are the neglect of core correlation (including the spin polarization of the $\mathrm{Mg}^+$ core, 0.002 eV at Hartree-Fock level), the freezing of the core, the changed $\varepsilon$, and the pseudo-orbital error. The sum is an identity; the physical content lies in the choice of intermediate levels. For LANL2DZ, for example, the terms of $I_1$ are

$$7.5317-7.6159=-0.0842,\qquad 7.5348-7.5317=0.0031,$$

$$7.5324-7.5739=-0.0415,\qquad 7.5739-7.5348=0.0391,$$

all in eV. The same subtractions for the other cases give:

| Error (eV) | LANL2DZ $I_1$ | LANL2DZ $I_2$ | ccECP $I_1$ | ccECP $I_2$ |
|---|---|---|---|---|
| No core correlation | −0.084 | −0.266 | −0.084 | −0.266 |
| Frozen core | 0.003 | 0.024 | 0.003 | 0.024 |
| Changed $\varepsilon$ | −0.042 | −0.095 | 0.022 | 0.052 |
| Pseudo-orbital | 0.039 | 0 | 0.011 | 0 |
| Total | −0.084 | −0.337 | −0.048 | −0.190 |

The totals were formed before rounding. The zeros in the $I_2$ columns follow from the matching condition.

**Core correlation** is the largest term in both ionization energies. Its neglect makes them too small, so correlation involving the core binds the valence electrons more strongly. This agrees with the picture of a valence electron that polarizes the core and is attracted by the induced dipole, although the calculation does not separate that mechanism from changes of correlation within the core. The term is not converged with respect to the basis. Without the $f$ shell it is $-0.073$ eV for $I_1$ and $-0.246$ eV for $I_2$. The freezing errors do not change, because the occupied Hartree-Fock orbitals have $s$ and $p$ symmetry and cannot contain $f$ functions.

**The changed $\varepsilon$** differs in sign between the potentials. The $3s$ level of ccECP lies 0.052 eV deeper than the frozen-core level, which offsets about one fifth of the missing core correlation in $I_2$. That of LANL2DZ lies 0.095 eV too high. Scalar relativity raises the frozen-core $I_2$ by only 0.022 eV, so its complete omission would not account for this difference. The term also contains any difference in how well the common basis suits the two Hamiltonians. It describes the potentials in this basis, not in their basis limit.

**The pseudo-orbital error** can be resolved with (3) and (5). The changes of repulsion, relaxation and correlation from level C to level D are

- LANL2DZ: $0.005$, $-0.000$ and $-0.044$ eV, so $\Delta W=-0.039$ eV;
- ccECP: $0.027$, $-0.009$ and $-0.029$ eV, so $\Delta W=-0.011$ eV.

Both matched potentials (level D) overestimate the magnitude of the pair correlation energy, by 5 % and 3 % of 0.910 eV. The stronger correlation lowers the energy of neutral Mg and raises $I_1$. In ccECP a larger repulsion cancels much of this effect.

If the pair calculation is repeated with $s$ functions alone, the error of $I_1$ is $-0.006$ eV for LANL2DZ and $-0.017$ eV for ccECP. Admitting the $p$, $d$ and $f$ functions adds $0.045$ and $0.029$ eV. For $w=0.50$ Å the positive sign of the full error therefore comes from angular correlation and not from the $3s$ pseudo-orbital alone. The $s$-only part depends on the width; for LANL2DZ it becomes $+0.009$ eV at $w=1.2$ Å. For LANL2DZ a contributing cause may be the $3s$-$3p$ gap of $\mathrm{Mg}^+$, which is 4.24 eV after matching, against 4.31 eV with the frozen core; a smaller gap favours mixing of $3p^2$ into $3s^2$. Shifting all $p$ levels up to restore the frozen-core gap reduces the excess correlation only from 0.044 to 0.034 eV, so the gap explains about a quarter of it. For ccECP the matched gap is also 4.31 eV, so another cause is needed. The exchange integral $(3s\,3p|3s\,3p)$ of the $\mathrm{Mg}^+$ orbitals, which couples $3s^2$ to $3p^2$, is 1.71 eV for LANL2DZ and 1.69 eV for ccECP, against 1.66 eV with the frozen core. This points in the right direction for both potentials, but its share of the energy was not isolated.

**Cancellation** affects the judgement of a potential. The LANL2DZ value of $I_1$ differs from the frozen-core value by

$$-0.0415+0.0391=-0.0024\ \text{eV},$$

although each contribution is about 0.04 eV. The first ionization energy alone would suggest close agreement; $I_2$, which depends on $\varepsilon$ alone, reveals the error.

### Range of validity

Equations (1), (2) and (5) require two valence electrons outside a closed core. With more valence electrons, matching one energy no longer reduces the remaining error to a single pair interaction. The quadratic estimate of the freezing error requires a weakly deformed core and loses its value when core and valence shells overlap strongly.

The last two terms of (6) depend on the matching function; all values above are for $w=0.50$ Å. Another width moves energy between the two terms in $I_1$ while their sum stays fixed, and the shift can be as large as the smaller term: for $w$ from 0.3 to 1.2 Å the pseudo-orbital error of $I_1$ rises from 0.033 to 0.058 eV for LANL2DZ and falls from 0.014 to 0.001 eV for ccECP. All errors are relative to level A, which is not the exact atom. It leaves out $1s$ correlation, the twelve highest virtual orbitals, part of the higher excitations, spin-orbit coupling, two-electron relativistic terms and the rest of the basis. At MP2 level and in this basis, leaving out $1s$ correlation and these virtual orbitals changes the ionization energies by less than 0.002 eV. The effect of the $f$ shell, about 0.01 eV in $I_1$ and 0.02 eV in $I_2$, shows that the basis matters more, and the values are not converged to the digits shown. In a larger basis of 24 $s$, 15 $p$, 7 $d$, 4 $f$ and 2 $g$ functions, $I_1^C$ rises by 0.010 eV and $I_2^C$ falls by 0.001 eV. $J_0$, $R$ and $K_{\rm corr}$ become 8.666, $-0.519$ and $-0.924$ eV. The changed-$\varepsilon$ terms of $I_2$ become $-0.091$ eV for LANL2DZ and 0.057 eV for ccECP, the pseudo-orbital errors 0.039 and 0.013 eV, and the LANL2DZ difference $I_1^E-I_1^C$ becomes $-0.001$ eV. With five $d$, two $f$ and one $g$ function in place of three $d$ and one $f$, the MP2 core-correlation part of $I_2$ grows by a further 0.018 eV. The signs of these terms are unchanged.

## Calculated quantities

```
Basis: smallest exponent (1/angstrom^2), ratio, number
  s: 0.10, 2.8, 13
  p: 0.10, 3.0, 8
  d: 0.40, 5.0, 3
  f: 4.00, 1.0, 1
Functions in spd and spdf sets: 52, 59
Virtual orbitals discarded in CCSD(T), spd and spdf: 12, 12
Pairs of values below are IP1, IP2 unless labelled otherwise
spd CCSD(T), 2s 2p 3s correlated: 7.6048, 14.9906 eV
spd MP2 effect of orbital restriction: -0.0006, -0.0015 eV
spd relaxed core, valence correlation: 7.5316, 14.7445 eV
spd frozen core: 7.5347, 14.7685 eV
spd error, no core correlation: -0.0731, -0.2461 eV
spd error, freezing: 0.00311, 0.02401 eV
spdf CCSD(T), 2s 2p 3s correlated: 7.6159, 15.0100 eV
spdf MP2 effect of orbital restriction: -0.0006, -0.0015 eV
spdf relaxed core, valence correlation: 7.5317, 14.7445 eV
spdf frozen core: 7.5348, 14.7685 eV
spdf error, no core correlation: -0.0842, -0.2655 eV
spdf error, freezing: 0.00311, 0.02401 eV
Freezing energies d1 (Mg+), d2 (Mg2+): 0.00311, 0.02712 eV
d2 at full / half 3s field: 4.202
Scalar-relativistic shift, frozen core: 0.0085, 0.0221 eV
Frozen core W: 7.2337 eV
  repulsion, relaxation, correlation: 8.6520, -0.5082, -0.9102 eV
Frozen core 3s-3p gap of Mg+: 4.3141 eV
Frozen core 3s nodes: 0.093, 0.472 angstrom
Matching Gaussian width: 0.50 angstrom
lanl2dz core potential: 7.5324, 14.6734 eV
  total error against CCSD(T): -0.0835, -0.3366 eV
  error, changed eps: -0.0415, -0.0951 eV
  IP1 pseudo-orbital error: 0.0391 eV
  of it s functions only, p-d-f rest: -0.0063, 0.0454 eV
  change of repulsion, relaxation, correlation: 0.0054, -0.0002, -0.0444 eV
  matching strength: -5.1014 eV
  3s-3p gap of Mg+, raw and matched: 4.1844, 4.2416 eV
  nodes of 3s pseudo-orbital: 0
ccecp core potential: 7.5684, 14.8202 eV
  total error against CCSD(T): -0.0475, -0.1899 eV
  error, changed eps: 0.0222, 0.0516 eV
  IP1 pseudo-orbital error: 0.0114 eV
  of it s functions only, p-d-f rest: -0.0172, 0.0286 eV
  change of repulsion, relaxation, correlation: 0.0266, -0.0088, -0.0291 eV
  matching strength: 2.4287 eV
  3s-3p gap of Mg+, raw and matched: 4.3383, 4.3101 eV
  nodes of 3s pseudo-orbital: 0
```
